\section*{Apparent Activation Energy of First-Order Deposition with Constant Mass Transfer, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the surface balance}

At 1000 K a film grows by a surface reaction whose activation energy is 150 kJ/mol, yet the Arrhenius slope of its growth rate at that temperature corresponds to 86.7 kJ/mol. At 1200 K the slope has fallen to 9.5 kJ/mol. The reaction has not changed its mechanism or its barrier: in the model that gives these numbers, the rate constant follows one Arrhenius law throughout. What changes is the concentration of precursor that the surface sees.

\subsection{Model and conventions}

A precursor gas is kept at concentration $C_b$ (mol/m$^3$) at the outer edge of a stagnant gas layer of thickness $\delta$. It diffuses to a flat surface and is consumed there. The coordinate $z$ is measured from the surface into the gas, so the surface is at $z=0$ and the edge of the layer at $z=\delta$. The concentration is $c(z)$, with
\begin{equation}
c(0)=C_s,\qquad c(\delta)=C_b .
\end{equation}
The deposition flux $J$, in mol/(m$^2$\,s), is counted positive toward the surface.

The surface reaction is irreversible and of first order in the gas concentration next to the surface:
\begin{equation}
J=k\,C_s,\qquad k=k_0\,e^{-E/RT}.
\label{eq:surface}
\end{equation}
Here $T$ is the surface temperature, $E>0$ the activation energy per mole, and $k_0$ a constant prefactor. Since $J$ is a flux and $C_s$ a concentration, $k$ is a velocity.

The precursor is dilute, so that its own consumption sets up no appreciable flow of the gas as a whole. It does not react in the gas, and the state is steady. In the basic model $C_b$, $\delta$ and the diffusivity $D$ do not depend on $T$. This is an idealization, because a hot surface also heats the gas near it; the second half gives the size of two corrections for a gas layer that is everywhere at the surface temperature. A layer with a cold outer edge is not treated here.

It is convenient to replace the temperature by
\begin{equation}
x=\frac{1}{RT}.
\end{equation}
The Arrhenius law then reads $\ln k=\ln k_0-Ex$, so that
\begin{equation}
\frac{d\ln k}{dx}=-E .
\label{eq:kslope}
\end{equation}
The apparent activation energy is defined by applying the same operation to the measured flux:
\begin{equation}
E_{\rm app}=-\frac{d\ln J}{dx}.
\label{eq:def}
\end{equation}
It is a local slope, and may differ from one temperature to the next. The growth rate is $G=V J$, where $V$ is the film volume formed per mole of precursor. If $V$ is independent of $T$, then $\ln G$ and $\ln J$ differ by a constant, and both have the slope \eqref{eq:def}.

\subsection{Transport through the layer}

Fick's law gives a flux $-D\,dc/dz$ in the direction of increasing $z$. The flux toward the surface has the opposite sign,
\begin{equation}
J=D\,\frac{dc}{dz}.
\label{eq:fick}
\end{equation}
In the steady state, with no source or sink in the gas, as much precursor leaves any slice of the layer as enters it. Hence $J$ does not depend on $z$. With constant $D$ the gradient is then constant too, and integration from $0$ to $\delta$ gives
\begin{equation}
C_b-C_s=\int_0^\delta\frac{J}{D}\,dz=\frac{J\delta}{D}.
\end{equation}
Solved for the flux, this is
\begin{equation}
J=h\,(C_b-C_s),\qquad h=\frac{D}{\delta}.
\label{eq:transfer}
\end{equation}
The transfer velocity $h$ is a property of the gas layer. It contains neither $k$ nor $C_s$, and in the basic model it does not depend on $T$.

\subsection{The surface concentration}

The flux that arrives, Eq.~\eqref{eq:transfer}, is the flux that is consumed, Eq.~\eqref{eq:surface}:
\begin{equation}
h\,(C_b-C_s)=k\,C_s .
\end{equation}
Moving the term $hC_s$ to the right gives $hC_b=(h+k)C_s$. Division by $h$ then introduces one dimensionless number, the ratio of reaction velocity to transfer velocity:
\begin{equation}
\frac{C_s}{C_b}=\frac{1}{1+\mathrm{Da}},\qquad \mathrm{Da}=\frac{k}{h}.
\label{eq:depletion}
\end{equation}
This Damk\"ohler number measures how strongly the reaction depletes the gas next to the surface. If $\mathrm{Da}$ is small, diffusion replaces consumed molecules easily and $C_s$ stays near $C_b$. If it is large, $C_s$ is a small fraction of $C_b$.

Inserting Eq.~\eqref{eq:depletion} into $J=kC_s$ gives
\begin{equation}
J=k_{\rm eff}\,C_b,\qquad k_{\rm eff}=\frac{k}{1+\mathrm{Da}}=\frac{kh}{h+k}.
\label{eq:flux}
\end{equation}
The reciprocal of the effective velocity is
\begin{equation}
\frac{1}{k_{\rm eff}}=\frac{h+k}{kh}=\frac1k+\frac1h .
\label{eq:series}
\end{equation}
Reaction and transport thus act as two resistances in series. The share of the reaction in the total resistance is
\begin{equation}
\frac{1/k}{1/k+1/h}=\frac{1}{1+k/h}=\frac{1}{1+\mathrm{Da}},
\label{eq:share}
\end{equation}
the same number as the ratio $C_s/C_b$.

\subsection{The slope}

The logarithm of Eq.~\eqref{eq:flux} separates the factors:
\begin{equation}
\ln J=\ln C_b+\ln k-\ln(1+\mathrm{Da}).
\label{eq:logflux}
\end{equation}
The first term is constant. The second has the derivative $-E$ by Eq.~\eqref{eq:kslope}. For the third, note that $h$ is constant, so $\mathrm{Da}$ varies with temperature in the same proportion as $k$:
\begin{equation}
\frac{d\,\mathrm{Da}}{dx}=\frac1h\frac{dk}{dx}=-E\,\mathrm{Da}.
\label{eq:daslope}
\end{equation}
The chain rule therefore gives
\begin{equation}
\frac{d\ln J}{dx}=-E-\frac{1}{1+\mathrm{Da}}\,(-E\,\mathrm{Da})
=-E+\frac{E\,\mathrm{Da}}{1+\mathrm{Da}} .
\end{equation}
Changing the sign, as the definition \eqref{eq:def} requires, and using a common denominator,
\begin{equation}
E_{\rm app}=E\,\frac{(1+\mathrm{Da})-\mathrm{Da}}{1+\mathrm{Da}}
=\frac{E}{1+\mathrm{Da}} .
\label{eq:main}
\end{equation}

The two terms that were combined have separate meanings. The term $E$ is the response of the rate constant at fixed surface concentration. The term $-E\,\mathrm{Da}/(1+\mathrm{Da})$ is the response of the surface concentration itself: a faster reaction depletes the gas that feeds it. The apparent energy is what remains after this partial cancellation. It is not the height of any barrier.

\subsection{The point at 1000 K}

The example uses round model parameters: $E=150$ kJ/mol, $k_0=10^6$ m/s, $D=2\times10^{-4}$ m$^2$/s, $\delta=0.01$ m and $C_b=0.01$ mol/m$^3$. The film volume is $V=1.2\times10^{-5}$ m$^3$ per mole of precursor. The prefactor $k_0$ is far above the gas-kinetic arrival velocity $\bar v/4$, about 200 m/s for a molar mass near 32 g/mol, which bounds $k$. Up to 1400 K the rate constant stays at or below about 1\% of this limit, but the law cannot be extrapolated much beyond 2000 K. The transfer velocity is
\begin{equation}
h=\frac{2\times10^{-4}}{0.01}\ \mathrm{m/s}=0.02\ \mathrm{m/s}.
\end{equation}
At 1000 K, $RT=8.3145$ kJ/mol and $E/RT=18.041$. The Arrhenius law then gives $k=0.01462$ m/s, and
\begin{equation}
\mathrm{Da}=\frac{0.01462}{0.02}=0.731,\qquad
\frac{C_s}{C_b}=\frac{1}{1.731}=0.578 .
\end{equation}
The apparent energy follows from Eq.~\eqref{eq:main}:
\begin{equation}
E_{\rm app}=\frac{150}{1.731}\ \mathrm{kJ/mol}=86.7\ \mathrm{kJ/mol},
\end{equation}
or 0.898 eV per molecule, against a true barrier of 1.555 eV. The flux is $k C_s=8.45\times10^{-5}$ mol/(m$^2$\,s), and multiplication by $V$ gives a growth rate of 1.01 nm/s.

The cancellation can be followed for a small rise in temperature. Since $dx/dT=-1/(RT^2)$, the relative change of $k$ per kelvin is $E/(RT^2)=18.04/1000$, or 1.80\% per kelvin. The flux changes by the fraction 0.578 of this, 1.04\% per kelvin. The difference of 0.76\% per kelvin is the rate at which the surface concentration falls.

\subsection{From reaction control to transfer control}

When $\mathrm{Da}\ll1$, Eqs.~\eqref{eq:flux} and \eqref{eq:main} reduce to
\begin{equation}
J\simeq kC_b,\qquad E_{\rm app}\simeq E(1-\mathrm{Da}).
\end{equation}
The reaction controls the rate, and the slope falls short of $E$ by the relative amount $\mathrm{Da}$ to leading order. When $\mathrm{Da}\gg1$,
\begin{equation}
J\simeq hC_b,\qquad E_{\rm app}\simeq \frac{E}{\mathrm{Da}} .
\end{equation}
Nearly every molecule that the layer can deliver is then consumed, and a faster reaction gains little. The table shows the passage between these regimes.

\begin{center}
\begin{tabular}{cccc}
\hline
$T$ (K) & Da & $G$ (nm/s) & $E_{\rm app}$ (kJ/mol)\\
\hline
800 & 0.0080 & 0.019 & 148.8\\
900 & 0.0985 & 0.215 & 136.6\\
1000 & 0.731 & 1.01 & 86.7\\
1100 & 3.77 & 1.90 & 31.5\\
1200 & 14.8 & 2.25 & 9.5\\
1400 & 127 & 2.38 & 1.2\\
\hline
\end{tabular}
\end{center}

Between 1200 and 1400 K the rate constant grows from 0.296 to 2.53 m/s, by a factor of 8.6. The growth rate rises by 6\%. Its ceiling is $VhC_b=2.4$ nm/s, set by transport and supply; the rate constant does not enter.

The growth rates and slopes in the table come from a discretized diffusion equation with a reactive boundary, in which neither $h$ nor Eq.~\eqref{eq:main} was used. The slopes were tested against $E/(1+\mathrm{Da})$ and agree to better than one part in $10^5$ at all six temperatures. This confirms the algebra within the model. It does not show that a given reactor has a constant $h$.

\subsection{Crossover and curvature}

The two resistances are equal at $\mathrm{Da}=1$, where $E_{\rm app}=E/2$. Setting $k_0e^{-E/RT^*}=h$ and taking logarithms gives $E/RT^*=\ln(k_0/h)$, hence
\begin{equation}
T^*=\frac{E}{R\ln(k_0/h)} .
\label{eq:cross}
\end{equation}
This requires $k_0>h$. Otherwise $k<k_0\le h$ at every finite temperature, and the crossover is never reached. In the example $\ln(5\times10^7)=17.73$ and $T^*=1018$ K.

The Arrhenius plot is curved because $\mathrm{Da}$ varies along it. Differentiating Eq.~\eqref{eq:main} with the help of Eq.~\eqref{eq:daslope},
\begin{equation}
\frac{d^2\ln J}{dx^2}=-\frac{dE_{\rm app}}{dx}
=\frac{E}{(1+\mathrm{Da})^2}\frac{d\,\mathrm{Da}}{dx}
=-\frac{E^2\,\mathrm{Da}}{(1+\mathrm{Da})^2}.
\label{eq:curv}
\end{equation}
The negative sign means that the plot is concave. The factor $\mathrm{Da}/(1+\mathrm{Da})^2$ has the derivative $(1-\mathrm{Da})/(1+\mathrm{Da})^3$ with respect to $\mathrm{Da}$. It therefore has its maximum, $1/4$, at $\mathrm{Da}=1$: the second derivative is largest in magnitude at the crossover.

The width of the bend also follows. The slope falls from $0.9E$ to $0.1E$ as $\mathrm{Da}$ rises from $1/9$ to $9$, a factor of 81. As $\ln\mathrm{Da}$ is linear in $x$ with slope $-E$, this takes an interval $\Delta x=(\ln81)/E$, centred on $T^*$ in the variable $1/T$. In the example it extends from about 905 to 1162 K.

\subsection{A straight line through two points}

A slope is often taken from growth rates at two temperatures $T_1<T_2$, for which $x_1>x_2$. Integrating the definition \eqref{eq:def} gives
\begin{equation}
E_{12}=\frac{\ln(J_2/J_1)}{x_1-x_2}
=\frac{1}{x_1-x_2}\int_{x_2}^{x_1}\frac{E}{1+\mathrm{Da}(x)}\,dx .
\end{equation}
The two-point value is thus the mean of the local slope over $1/T$. By Eq.~\eqref{eq:logflux}, $\ln(J_2/J_1)=E(x_1-x_2)-\ln[(1+\mathrm{Da}_2)/(1+\mathrm{Da}_1)]$, so
\begin{equation}
E_{12}=E-\frac{1}{x_1-x_2}\ln\frac{1+\mathrm{Da}_2}{1+\mathrm{Da}_1}.
\end{equation}
For 900 and 1100 K, $x_1-x_2=0.024297$ mol/kJ and the logarithm is $\ln(4.769/1.0985)=1.468$. The result is $150-60.4=89.6$ kJ/mol. The local slopes at the two ends are 136.6 and 31.5 kJ/mol, so this single number describes neither end of the interval.

\section{Second derivation: a quadratic balance, and a comparison}

The symbols are those of the first half. A precursor at concentration $C_b$ crosses a layer $0<z<\delta$ and is consumed at $z=0$, where its concentration is $C_s$. The flux toward the surface is $J=D\,dc/dz=kC_s$. With $x=1/(RT)$, the rate constant obeys $dk/dx=-Ek$, and the apparent energy is $E_{\rm app}=-d\ln J/dx$. The first derivation solved for the flux, found $C_s/C_b=1/(1+\mathrm{Da})$ with $\mathrm{Da}=k/h$, and obtained $E_{\rm app}=E/(1+\mathrm{Da})$ by differentiation. At 1000 K the example has $E=150$ kJ/mol, $\mathrm{Da}=0.731$, $C_s/C_b=0.578$ and $E_{\rm app}=86.7$ kJ/mol.

The second derivation does not solve for the flux. It asks how the flux responds when the rate constant is changed slightly, and finds that the change of the concentration profile drops out.

\subsection{The quadratic balance}

The diffusivity may now vary through the layer, $D=D(z)$, but the gas temperature is taken as uniform across it. In a temperature gradient the flux would not be given by $D\,dc/dz$ alone. The flux is still independent of $z$, because nothing is produced or lost in the gas. Consider the integral of $D(dc/dz)^2$. One factor $D\,dc/dz$ is the constant $J$ and can be taken outside:
\begin{equation}
\int_0^\delta D\left(\frac{dc}{dz}\right)^2dz
=J\int_0^\delta\frac{dc}{dz}\,dz=J\,(C_b-C_s).
\label{eq:gasterm}
\end{equation}
At the surface, $J=kC_s$ gives
\begin{equation}
k\,C_s^2=J\,C_s .
\label{eq:surfterm}
\end{equation}
In the sum of these two equations $C_s$ cancels on the right:
\begin{equation}
C_b\,J=k\,C_s^2+\int_0^\delta D\left(\frac{dc}{dz}\right)^2dz .
\label{eq:balance}
\end{equation}
The product $C_bJ$ is thus divided into a surface part and a gas part. Their shares are $C_s/C_b$ and $1-C_s/C_b$; at 1000 K they are 0.578 and 0.422.

The first derivation has given $E_{\rm app}=E/(1+\mathrm{Da})$, and the quadratic balance has divided $C_bJ$ into a surface part and a gas part. It remains to obtain the apparent energy from the response of this balance to temperature, to relax the basic assumptions, and to compare what the two derivations require.

Numbers in the example were calculated in double precision.
